# Mean Switching Time of a Ferroelectric Capacitor Triggered by Its First Nucleus

## The decision that depends on the exponent

Suppose the switching time of one ferroelectric capacitor is known, and a pulse length must be chosen for another with four times as many nucleation sites. Should the known time be divided by four, by two, or by some other number? If the sites nucleate independently and the first nucleus reverses the whole capacitor, the answer depends on how the nucleation times of a single site are distributed. For a Weibull distribution of shape $m$ the divisor is $4^{1/m}$. Dividing by the number of sites is right for $m=1$ and wrong for every other shape.

## The model

A field is stepped on at $t=0$ and then held constant. The capacitor contains a fixed number $N\geq1$ of sites, and site $i$ nucleates a reversed domain at a random time $T_i$. Three assumptions define the model.

1. The times $T_i$ are independent.
2. They share one Weibull law, with scale $\tau>0$ and shape $m>0$:
$$S(t)=P(T_i>t)=e^{-(t/\tau)^m}.$$
3. The first nucleus reverses the whole capacitor in a time that can be neglected.

The switching time is then $T=\min(T_1,\ldots,T_N)$. The claim is
$$\boxed{\langle T\rangle=\tau\,\Gamma\!\left(1+\tfrac1m\right)N^{-1/m}}$$
for every $N\geq1$, with $\tau$ and $m$ held fixed as $N$ changes. The derivation contains no physical constants, so it reads the same in atomic units as in any others. Boltzmann's constant $k_B$ is written out where it occurs.

The meaning of $m$ is seen in the hazard, the nucleation rate of a site that has not yet nucleated:
$$h(t)=-\frac{d\ln S}{dt}=\frac{m}{\tau}\left(\frac t\tau\right)^{m-1}.$$
For $m=1$ the rate is constant and the site has no memory. For $m>1$ the rate rises with time under field, as when nucleation needs preparatory steps. For $m<1$ it falls.

## Derivation

**Survival of the capacitor.** The capacitor is unswitched at time $t$ if and only if no site has nucleated. Independence turns the probability of this joint event into a product:
$$S_N(t)=P(T_1>t,\ldots,T_N>t)=[S(t)]^N=e^{-N(t/\tau)^m}.$$

**Absorbing $N$ into the scale.** Since $N=(N^{1/m})^m$,
$$N\left(\frac t\tau\right)^m=\left(\frac{N^{1/m}t}{\tau}\right)^m=\left(\frac{t}{\tau_N}\right)^m,\qquad \tau_N=\tau N^{-1/m}.$$
The earliest time therefore follows a Weibull law with the same shape and a shorter scale. The whole distribution contracts by the factor $N^{-1/m}$, and its mean must contract with it.

**The mean.** The probability density of $T$ is $-dS_N/dt$. Integration by parts gives
$$\langle T\rangle=\int_0^\infty t\left(-\frac{dS_N}{dt}\right)dt=\bigl[-tS_N\bigr]_0^\infty+\int_0^\infty S_N\,dt.$$
The boundary term vanishes at $t=0$ because of the factor $t$. It vanishes at infinity because $e^{-(t/\tau_N)^m}$ falls faster than any power of $t$ for $m>0$. In the remaining integral put $x=(t/\tau_N)^m$, so that $t=\tau_Nx^{1/m}$ and $dt=(\tau_N/m)\,x^{1/m-1}dx$. Then
$$\langle T\rangle=\frac{\tau_N}{m}\int_0^\infty x^{1/m-1}e^{-x}dx=\tau_N\,\frac1m\Gamma\!\left(\frac1m\right)=\tau_N\,\Gamma\!\left(1+\frac1m\right),$$
where the last step uses $z\Gamma(z)=\Gamma(1+z)$. Inserting $\tau_N$ gives the boxed result.

## Why the exponent is $1/m$

At any given time, $N$ sites have $N$ times the total hazard of one site. This does not in general make switching $N$ times faster, because the hazard is then sampled at earlier times. If $m>1$, a site is less likely to nucleate early, which offsets part of the gain. If $m<1$, the early hazard is the larger one and the gain exceeds $N$.

Going from 100 to 400 sites multiplies the mean by $4^{-1/m}$: 0.0625 for $m=0.5$, 0.25 for $m=1$, 0.50 for $m=2$ and 0.63 for $m=3$. As $m\to\infty$ at fixed $N$, both $N^{-1/m}$ and $\Gamma(1+1/m)$ tend to 1. Every site then nucleates at $\tau$, and extra sites bring nothing.

## The relative spread does not shrink

Integrating by parts as before, and using the same substitution,
$$\langle T^2\rangle=\int_0^\infty2t\,S_N\,dt=\tau_N^2\,\frac2m\int_0^\infty x^{2/m-1}e^{-x}dx=\tau_N^2\,\Gamma\!\left(1+\frac2m\right).$$
The standard deviation divided by the mean is therefore
$$\frac{\Delta T}{\langle T\rangle}=\left[\frac{\Gamma(1+2/m)}{\Gamma(1+1/m)^2}-1\right]^{1/2},$$
which contains no $N$. For $m=2$ it is 0.523. For identical, independent sites, more sites shorten the switching time but leave its relative scatter unchanged, so a pulse as long as the mean does not become a safer choice in a larger capacitor.

## Worked example

Take a small epitaxial lead zirconate titanate capacitor, 100 nm on a side and 50 nm thick, at 300 K in a field of 0.20 MV/cm. Assume one site per 10 nm × 10 nm, so that
$$N=\left(\frac{100}{10}\right)^2=100.$$
Let $m=2$, and let the site scale follow an activation law with barrier $U=0.48$ eV and attempt time $t_0=1$ ps. With $k_B\mathcal T=0.02585$ eV at temperature $\mathcal T$,
$$\tau=t_0\,e^{U/k_B\mathcal T}=(1\ \text{ps})\,e^{18.567}=115.8\ \mu\text{s}.$$
This law fixes only the scale. The value $m=2$ is a separate assumption, since a single activated step with a constant rate would give $m=1$.

The scale of the minimum is $115.8/\sqrt{100}=11.58$ μs, and the mean is
$$\langle T\rangle=0.8862\times11.58\ \mu\text{s}=10.26\ \mu\text{s}=1.026\times10^{-5}\ \text{s}.$$

With the site density and all other settings held fixed, the side of the capacitor changes the mean as follows.

| Side (nm) | $N$ | Formula (μs) | Simulation (μs) |
|---|---|---|---|
| 10 | 1 | 102.61 | 102.61 |
| 50 | 25 | 20.52 | 20.54 |
| 100 | 100 | 10.26 | 10.28 |
| 200 | 400 | 5.13 | 5.15 |

The simulation draws every site time and keeps the earliest. Its means agree with the formula within the tested limit of five standard errors, and their fitted exponent is $-0.500$. Direct integration over the density of the minimum, for the four shapes and four site numbers used here, agrees with the formula to a relative error of at most $2.3\times10^{-12}$.

## From site number to area

The result is a law in $N$. It becomes $\langle T\rangle\propto A^{-1/m}$ in the area $A$ if sites have a fixed density per area, as in the table. If they lie along the edge, $N$ is proportional to the side $L$, and $\langle T\rangle\propto L^{-1/m}$ instead of $L^{-2/m}$.

If the number of sites varies between capacitors as a Poisson variable with mean $\bar N$, write $N=\bar N+\delta$, with $\langle\delta\rangle=0$ and $\langle\delta^2\rangle=\bar N$. Expanding to second order in $\delta$,
$$\langle N^{-1/m}\rangle\simeq\bar N^{-1/m}\left[1+\frac{1}{2\bar N}\,\frac1m\left(\frac1m+1\right)\right].$$
For $m=2$ and $\bar N=100$ the correction is $0.75/200=0.375\%$; the explicit sum gives 0.38%. Both refer to capacitors with at least one site. Without that condition the mean is infinite, because an empty capacitor never switches in this model.

## When growth can be neglected

Let the nucleus extend through the whole film thickness, and let its wall then move outward at constant speed $v$ in all directions in the plane of the film. Reversal is complete no later than $T+R/v$, where $R$ is the distance from the nucleus to the farthest corner. Further nuclei can only shorten this. For a nucleus placed at random in a square of side $L$, the mean of $R$ is $cL$ with $c=1.070$.

At $v=1$ m/s and $L=100$ nm the mean added time is at most 0.107 μs, or 1.04% of the mean waiting time. Neglecting growth is justified at this wall speed. At 0.1 m/s the bound is 10% of the waiting time, and at 0.01 m/s it is about equal to it.

The bound rises as $L$, while the waiting time falls as $L^{-2/m}$. With one site per area $a^2$, so that $N=(L/a)^2$, the two are equal when
$$\frac{cL}{v}=\tau\,\Gamma\!\left(1+\frac1m\right)\left(\frac aL\right)^{2/m}.$$
For $m=2$ this gives
$$L=\left[\frac{\tau\,\Gamma(3/2)\,a\,v}{c}\right]^{1/2}=\left[\frac{(1.026\times10^{-4}\ \text{s})(10^{-8}\ \text{m})(1\ \text{m/s})}{1.070}\right]^{1/2}\approx 1\ \mu\text{m}.$$
The first-nucleus picture is safe well below this size. Near or above it, growth and later nuclei have to be treated explicitly.

## When the site law is not Weibull

Suppose that nucleation needs two successive steps, each with constant rate $k$. A site survives if zero or one step has occurred, so with $x=kt$
$$S=(1+x)e^{-x},\qquad \ln S=\ln(1+x)-x=-\frac{x^2}{2}+\frac{x^3}{3}-\cdots$$
The leading term is a Weibull law with $m=2$ and $\tau=\sqrt2/k$. For large $N$ the earliest time is short, and this term dominates. To find the first correction, set $x=y/\sqrt N$ in the mean:
$$\langle T\rangle=\frac1k\int_0^\infty S^N dx\simeq\frac{1}{k\sqrt N}\int_0^\infty e^{-y^2/2}\left(1+\frac{y^3}{3\sqrt N}\right)dy.$$
The two integrals needed are $\int_0^\infty e^{-y^2/2}dy=\sqrt{\pi/2}$ and $\int_0^\infty y^3e^{-y^2/2}dy=2$. Hence
$$\langle T\rangle\simeq\frac1k\sqrt{\frac{\pi}{2N}}\left[1+\frac23\sqrt{\frac{2}{\pi N}}\right].$$
The prefactor is the Weibull result, since $\sqrt2\,\Gamma(3/2)=\sqrt{\pi/2}$. The correction is 5.3% at $N=100$, where numerical integration gives 5.4%. For this site law, $N^{-1/2}$ is a large-$N$ limit, whereas for the Weibull law the scaling holds at every $N$.

## When the sites are unequal

Let the sites remain independent but have different, frozen scales $\tau_i$. The exponents add:
$$S_N(t)=\prod_i e^{-(t/\tau_i)^m}=\exp\Bigl(-t^m\sum_i\tau_i^{-m}\Bigr).$$
One capacitor, switched repeatedly from the same initial state, still shows a Weibull law of shape $m$. Its mean is
$$\langle T\rangle=\Gamma\!\left(1+\frac1m\right)\Bigl(\sum_i\tau_i^{-m}\Bigr)^{-1/m}.$$

Let the barriers be Gaussian with mean $U$ and standard deviation $\sigma$, and put $s=\sigma/k_B\mathcal T$. Then $\tau_i=\tau e^{sg_i}$, with $g_i$ a standard normal variable. Completing the square gives $\langle e^{-msg}\rangle=e^{m^2s^2/2}$, so for large $N$ the sum approaches $N\tau^{-m}e^{m^2s^2/2}$. The ideal mean is multiplied by
$$\left(e^{m^2s^2/2}\right)^{-1/m}=e^{-ms^2/2}.$$
For $\sigma=0.020$ eV, $s=0.774$ and this factor is 0.55. At $N=100$ the average over capacitors is 0.566; a sample of 20000 simulated capacitors gives 0.56, within sampling noise of this value. A barrier spread of about 4% thus nearly halves the switching time, because the easier sites dominate: the tenth of the sites with the lowest barriers supplies the first nucleus in about 58% of the cases.

The apparent exponent also changes. Relative to the ideal law, a single site has the averaged factor $\langle e^{sg}\rangle=e^{s^2/2}>1$, whereas the large-$N$ factor is below 1. The averaged mean must therefore fall faster than $N^{-1/m}$ over the range as a whole. Between $N=25$ and $N=400$ the computed exponent is $-0.53$ instead of $-0.50$.

## When the sites are not independent

Let all sites depend on a shared random variable $g$, and let them be independent once $g$ is given, each with survival probability $p(t,g)$. The single-site law is the average $\langle p\rangle=S(t)$. For the capacitor,
$$S_N(t)=\langle p^N\rangle\geq\langle p\rangle^N=[S(t)]^N,$$
because $p^N$ is a convex function of $p$. Integrating over $t$ shows that such sharing cannot shorten the mean at a given single-site law. In the extreme case where all $T_i$ are equal, the mean does not depend on $N$ at all. The inequality covers only dependence of this shared kind; anticorrelated sites can shorten the mean.

As an intermediate case, generate the site times from normal variables with mutual correlation 0.3, keeping the single-site Weibull law fixed. At $N=100$ the mean is then 1.86 times the independent result, and the exponent between $N=25$ and $N=400$ is $-0.33$.

This matters when $m$ is inferred from two sizes through
$$m=\frac{\ln(N_2/N_1)}{\ln(\langle T\rangle_1/\langle T\rangle_2)}.$$
In the correlated case this would return about 3 for $N=25$ and 400, and about 2.5 for $N=1$ and 4, although each site has $m=2$. The relative spread then also depends on $N$: it grows from 0.52 at $N=1$ to about 0.8 at $N=400$. A size dependence by itself does not establish the single-site shape.

## The example beside a real capacitor

A field of a few tenths of a MV/cm, near the coercive field, is a rough typical regime for thin lead zirconate titanate films. The barrier, attempt time, site spacing and shape are chosen model values, and the wall speed is one rough value for a quantity that varies strongly with field and temperature. Real sites are neither identical nor strictly independent. For the spread and correlation assumed above, these departures move the mean by factors of about 0.57 and 1.86, taken separately. In a polycrystalline film, grain boundaries may stop the walls; the first nucleus then reverses only part of the capacitor, and the result does not give its full switching time.

The absolute time is also sensitive to operating conditions. At 358 K, with the barrier, attempt time, shape and site number held fixed, the mean is multiplied by
$$\exp\left[18.567\left(\frac{300}{358}-1\right)\right]=0.049,$$
which gives 0.51 μs. The growth bound at an unchanged wall speed would then be about 21% of the waiting time, no longer a small correction. If the barrier varies inversely with field, as in Merz's law, a field lower by 1% lengthens the mean by the factor $\exp[18.567(1/0.99-1)]=1.21$. This corresponds to an activation field of $18.567\times0.20=3.7$ MV/cm, which follows from the chosen barrier; for an activation field of 1 MV/cm the factor would be 1.05.

Two further checks concern the circuit and breakdown. The time constant for charging a 1 pF pad and the capacitor through 50 ohm is about 0.05 ns, far less than the switching time. The field is about 0.2 of a rough breakdown field of 1 MV/cm; this ratio indicates a margin but does not predict a lifetime. The values used in these estimates are collected in the numerical output.

## Values computed for the example and the checks

```
Shape m: 2.0; number of sites N: 100
Side: 100 nm; thickness: 50 nm
Site pitch: 10 nm
Field: 0.20 MV/cm; temperature: 300 K
Barrier: 0.48 eV; attempt time: 1.0 ps
Thermal energy kT: 0.02585 eV
Barrier over kT: 18.567
Site scale tau: 115.8 us
Gamma(1+1/m): 0.8862
Scale of the minimum: 11.58 us
Mean switching time: 10.26 us = 1.026e-05 s
Relative spread, any N: 0.523
Side (nm), N, mean by formula (us), mean by simulation (us):
  10, 1, 102.61, 102.61
  50, 25, 20.52, 20.54
  100, 100, 10.26, 10.28
  200, 400, 5.13, 5.15
Simulated exponent of N: -0.500
Worst relative error, quadrature: 2.3e-12
Mean at N=400 over mean at N=100, by quadrature:
  m = 0.5: 0.0625
  m = 1.0: 0.2500
  m = 2.0: 0.5000
  m = 3.0: 0.6300
Neglected effects (factors multiply the mean time):
Wall speed: 1.0 m/s
Mean farthest-corner distance / side: 1.070
Growth time, upper bound: 0.107 us
Growth bound / mean time: 1.04 %
Side where growth bound equals waiting: 979 nm
Barrier spread: 0.020 eV; over kT: 0.774
Barrier-spread factor at N=100: 0.56
Barrier-spread factor, large-N limit: 0.550
Exponent with barrier spread, N=25 to 400: -0.53
Correlation of underlying normals: 0.3
Correlation factor at N=100: 1.86
Exponent with correlation, N=25 to 400: -0.33
Two-step site law factor at N=100: 1.0540
Two-step site law factor at N=10000: 1.00533
Poisson site number factor: 1.00380
Factor at 358 K: 0.0494
Mean time at 358 K: 0.507 us
Factor for 1 % less field: 1.206
Source: 50 ohm; pad: 1.0 pF; relative permittivity: 300
Circuit charging time: 0.0500 ns
Rough breakdown field: 1.0 MV/cm
Field / breakdown field: 0.20
```
